# Confinement masses and subband order in a (110) silicon film

**Question**

An unstrained silicon film of thickness $L$ has its surface normal along $[110]$. The conduction band of bulk silicon has six equivalent valleys, centred on the $\pm x$, $\pm y$ and $\pm z$ cube axes. Each is an ellipsoid with longitudinal mass $m_l$ along its own axis and transverse mass $m_t$ across it. Treat the valleys as parabolic and uncoupled, with a common band edge, which is the zero of energy. Wave vectors are measured from the valley centre.

Use the rough silicon values $m_l=0.92$ and $m_t=0.19$, in units of the free-electron mass $m_0$, with $\hbar^2/m_0=0.0762$ eV nm². The example is a film with $L=5$ nm at 300 K, where $k_BT=25.85$ meV, holding $5\times10^{12}$ electrons per cm².

**(a) Define the mass that governs confinement along the film normal, and find it for each valley.**

*Answer.* For a valley whose axis is the unit vector $\mathbf a$, the component of $\mathbf k$ along $\mathbf a$ carries the inverse mass $1/m_l$, and the remainder carries $1/m_t$:

$$E=\frac{\hbar^2}{2}\left[\frac{(\mathbf k\cdot\mathbf a)^2}{m_l}+\frac{k^2-(\mathbf k\cdot\mathbf a)^2}{m_t}\right]=\frac{\hbar^2}{2}\,\mathbf k\cdot W\mathbf k,$$

$$W=\frac{1}{m_t}I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^{T}.$$

Let $s$ be the coordinate along the normal $\mathbf n=(1,1,0)/\sqrt2$. The film is uniform in its plane, so the in-plane wave vector is conserved. When it is zero, $\mathbf k=-i\mathbf n\,d/ds$, and the kinetic energy is $-(\hbar^2/2)W_{nn}\,d^2/ds^2$ with $W_{nn}=\mathbf n\cdot W\mathbf n$. The confinement mass is therefore $m_c=1/W_{nn}$:

$$\frac1{m_c}=\frac{(\mathbf n\cdot\mathbf a)^2}{m_l}+\frac{1-(\mathbf n\cdot\mathbf a)^2}{m_t}.$$

For the four valleys on $\pm x$ and $\pm y$, $(\mathbf n\cdot\mathbf a)^2=1/2$, so

$$m_4=\frac{2m_lm_t}{m_l+m_t}=\frac{2(0.92)(0.19)}{1.11}=0.315.$$

For the two valleys on $\pm z$, $\mathbf n\cdot\mathbf a=0$ and $m_2=m_t=0.19$.

It is the inverse mass that must be projected. Projecting the mass tensor itself gives $(m_l+m_t)/2=0.555$ for the four valleys. That number belongs to an electron whose velocity is forced along $\mathbf n$. In the film the conserved quantity is the in-plane wave vector, and the velocity of a tilted valley need not point along the normal.

The same formula covers other films. For a normal along $[001]$, the two $z$ valleys have mass $m_l$ and the other four have $m_t$, so there the $z$ pair is the heavy group. For a normal along $[111]$, $(\mathbf n\cdot\mathbf a)^2=1/3$ for all six, and the masses are equal.

**(b) The four valleys are tilted with respect to the film, so motion along the normal mixes with motion in the plane. Remove the mixing, and find the hard-wall levels and the in-plane masses.**

*Answer.* Take in-plane axes $\mathbf u=[001]$ and $\mathbf v=[1\bar10]/\sqrt2$, and write the envelope as $e^{i(k_uu+k_vv)}\phi(s)$. With $p=-i\,d/ds$,

$$\frac{\hbar^2}{2}\left[W_{nn}p^2+2bp+c\right]\phi=E\phi,$$

where $b=W_{nu}k_u+W_{nv}k_v$ and $c=W_{uu}k_u^2+2W_{uv}k_uk_v+W_{vv}k_v^2$. Put $\phi=e^{-i\beta s}\chi$ with $\beta=b/W_{nn}$. Differentiating the phase replaces $p$ by $p-\beta$, and the bracket becomes

$$W_{nn}p^2-2bp+\frac{b^2}{W_{nn}}+2bp-\frac{2b^2}{W_{nn}}+c=W_{nn}p^2+c-\frac{b^2}{W_{nn}}.$$

The linear terms cancel. The phase factor has unit modulus, so $\chi$ vanishes at the walls wherever $\phi$ does. It also commutes with any potential $V(s)$, so the step remains valid when one is added.

For hard walls at $s=0$ and $s=L$, $\chi_j\propto\sin(j\pi s/L)$ and

$$E_j=\frac{\hbar^2\pi^2j^2}{2m_cL^2},\qquad j=1,2,\ldots$$

The in-plane energy is $(\hbar^2/2)(c-b^2/W_{nn})$. For the $x$ valley, $\mathbf a$ has components $1/\sqrt2$, $0$ and $1/\sqrt2$ along $\mathbf n$, $\mathbf u$ and $\mathbf v$. Hence

$$W_{nn}=W_{vv}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\quad W_{nv}=\frac12\left(\frac1{m_l}-\frac1{m_t}\right),\quad W_{uu}=\frac1{m_t},$$

and $W_{nu}=W_{uv}=0$. The mass along $\mathbf u$ is $m_t$. Along $\mathbf v$,

$$\frac1{m_v}=\frac{W_{nn}W_{vv}-W_{nv}^2}{W_{nn}}=\frac{1/(m_lm_t)}{(m_l+m_t)/(2m_lm_t)}=\frac{2}{m_l+m_t}.$$

For the $y$ valley $W_{nv}$ changes sign, but only its square enters. The fourfold in-plane masses are thus 0.19 along $[001]$ and 0.555 along $[1\bar10]$. The $z$ valleys have no mixing, and their masses are 0.92 along $[001]$ and 0.19 along $[1\bar10]$. In both cases the product of the three masses is $m_lm_t^2$, as it must be, since removing the mixing leaves the determinant of $W$ unchanged.

**(c) Evaluate the first two levels of each ladder for the 5 nm film.**

*Answer.* The common factor is $\hbar^2\pi^2/(2m_0L^2)=0.0762\times9.870/50=0.01504$ eV. Dividing by the masses gives

$$E_1^{(4)}=\frac{15.04}{0.315}=47.8\ \text{meV},\qquad E_1^{(2)}=\frac{15.04}{0.19}=79.2\ \text{meV}.$$

The first levels differ by 31.4 meV, a little more than $k_BT$. The second levels are four times higher than the first, at 191.0 and 316.7 meV. The second fourfold level therefore lies above the first twofold level. The ladders interleave, and their order has to be stated level by level.

**(d) Show that the order of the ladders does not depend on the potential being flat. Find a lower bound on the splitting for hard walls, and compare it with a film in a uniform field of 0.3 MV/cm.**

*Answer.* Let both kinds of valley feel the same potential $V(s)$. For a normalized $\psi$ that vanishes at the walls, the energy is

$$Q_m[\psi]=\int_0^L\left[\frac{\hbar^2}{2m}|\psi'|^2+V|\psi|^2\right]ds.$$

The min-max principle states that the $j$th level is the smallest value, over all $j$-dimensional spaces of such functions, of the largest $Q_m$ in the space. Choose the space $S$ spanned by the first $j$ twofold states. The largest $Q_{m_2}$ in $S$ is $E_j^{(2)}$. For every $\psi$ in $S$,

$$Q_{m_4}[\psi]=Q_{m_2}[\psi]-\frac{\hbar^2}{2}\left(\frac1{m_2}-\frac1{m_4}\right)\int_0^L|\psi'|^2ds.$$

Expanding $\psi$ in the sines of part (b), with coefficients $c_p$, gives

$$\int_0^L|\psi'|^2ds=\sum_p|c_p|^2\left(\frac{p\pi}{L}\right)^2\ge\frac{\pi^2}{L^2}.$$

Since $S$ is one of the spaces allowed in the fourfold problem,

$$E_j^{(2)}-E_j^{(4)}\ge\frac{\hbar^2\pi^2}{2L^2}\left(\frac1{m_2}-\frac1{m_4}\right).$$

The fourfold ladder lies lowest, level by level. The bound equals the flat-film splitting of the first levels, 31.4 meV at 5 nm.

A field of 0.3 MV/cm is 0.03 V/nm and tilts the potential energy by 150 meV across the film. Solving the envelope equation by finite differences, with $V=0$ at the lower wall, gives first levels at 117.7 and 151.1 meV. The splitting is 33.4 meV, above the bound.

Perturbation theory explains the small increase. To first order both levels rise by the mean potential energy, 75 meV, to 122.8 and 154.2 meV. Taken before rounding, the remaining shifts are $-5.01$ and $-3.06$ meV. In second order the matrix elements are equal, because both ladders have the same sine functions, while the energy denominators scale as $1/m_c$. The shifts should then stand in the ratio $0.315/0.19=1.66$, close to the actual ratio of 1.64. The heavier electron is more easily pushed to one side.

**(e) Derive the electron density in one subband, and find the share of electrons in the twofold valleys for the flat film.**

*Answer.* Consider a subband with $g$ equivalent valleys and in-plane masses $m_u$, $m_v$. States within energy $\epsilon$ of its bottom fill an ellipse of area $\pi(2\epsilon/\hbar^2)\sqrt{m_um_v}$ in the wave-vector plane. With two spins and $1/(2\pi)^2$ states per unit area of film and of wave-vector plane, their number per film area is $g\,m_d\,\epsilon/(\pi\hbar^2)$, where $m_d=\sqrt{m_um_v}$. The density of states is constant, and integrating the Fermi function gives

$$N=\frac{g\,m_d\,k_BT}{\pi\hbar^2}\ln\left[1+e^{(E_F-E_1)/k_BT}\right].$$

Here $m_d=\sqrt{0.19\times0.555}=0.325$ for each of the four valleys, and $\sqrt{0.92\times0.19}=0.418$ for each of the two. The second fourfold level has Boltzmann weight 0.004 relative to the first, so one subband per ladder suffices.

Solving numerically for the given total density gives $E_F=20.0$ meV. With $m_0k_BT/(\pi\hbar^2)=1.08\times10^{13}$ cm⁻², the two densities are

$$N_4=4(0.325)(1.08\times10^{13})\ln(1+e^{-27.8/25.85})\approx4.1\times10^{12}\ \text{cm}^{-2},$$

$$N_2=2(0.418)(1.08\times10^{13})\ln(1+e^{-59.2/25.85})\approx0.9\times10^{12}\ \text{cm}^{-2}.$$

The twofold share is 17.5%. Boltzmann statistics would give 16.0%. Degeneracy moves electrons upward because the lower ladder is fuller, and exclusion reduces its population by a larger fraction.

**(f) Replace the hard walls by thick oxide with a barrier $B=3.1$ eV and mass $m_{ox}=0.5$, both rough values. Find the first levels and explain why the splitting changes.**

*Answer.* Work at zero in-plane wave vector. The lowest state is $\cos[k(s-L/2)]$ in the film and decays as $e^{-\kappa d}$ at depth $d$ in the oxide, where

$$k=\frac{\sqrt{2m_cE}}{\hbar},\qquad\kappa=\frac{\sqrt{2m_{ox}(B-E)}}{\hbar}.$$

The usual matching rule takes $\psi$ and $\psi'/m$ continuous. It conserves the current, but it is an assumption and not the only rule that does. It requires

$$\frac{k}{m_c}\tan\frac{kL}{2}=\frac{\kappa}{m_{ox}}.$$

The lowest roots are 39.5 meV (fourfold) and 58.4 meV (twofold). The splitting falls from 31.4 to 18.9 meV. The size of the drop depends on the matching rule: with $\psi'/(\sqrt m\,\psi)$ or $\psi'/\psi$ continuous instead, the splitting is 24.2 or 27.8 meV. All these values give both valley groups the same barrier, because the in-plane wave vector is measured from the valley centre in the oxide too. If the in-plane momentum measured from the zone centre were conserved in the oxide, the barriers would differ: 6.8 eV for the four valleys, and 10.5 eV for the two, or 3.3 eV after folding by the surface period along $[001]$. The splitting would then be about 25 or 17 meV. The bound of part (d) does not apply, since $\psi$ no longer vanishes at the walls.

At the film edge $|\psi/\psi'|=m_{ox}/(m_c\kappa)=\delta$, so the wave acts nearly as if each hard wall were moved outward by $\delta$. With $\kappa\approx6.3$ nm⁻¹, $\delta$ is about 0.25 nm for the four valleys and 0.42 nm for the two. Scaling the hard-wall levels by $[L/(L+2\delta)]^2$ gives 39.5 and 58.2 meV, close to the roots. The lighter electron gains more effective width and drops further.

The order still holds for the first levels. Use the twofold ground state as a trial function in the fourfold problem. With a common barrier, the oxide energy is unchanged and the kinetic energy in the film is smaller, so $E_1^{(4)}<E_1^{(2)}$.

**(g) In the twofold valleys, a term $\hbar^2k_xk_y/M$ couples the lowest conduction band to the next one, a distance $\Delta$ above it at the valley. Band calculations give $M=0.245$ and $\Delta=0.526$ eV. Estimate its effect, and decide how thin the film may be before the order of the first levels fails.**

*Answer.* With $k_x=(k_n+k_v)/\sqrt2$ and $k_y=(k_n-k_v)/\sqrt2$, the product is $k_xk_y=(k_n^2-k_v^2)/2$. At the subband bottom $k_v=0$, and the hard-wall ground state has $k_n^2=q^2$ with $q=\pi/L$. The coupling energy is $\hbar^2q^2/2M$, and second-order perturbation theory lowers the twofold level by

$$\delta E=\frac1\Delta\left(\frac{\hbar^2q^2}{2M}\right)^2.$$

At 5 nm the coupling is $15.04/0.245=61.4$ meV, so $\delta E=61.4^2/526=7.2$ meV. For the $x$ valleys the corresponding product is $k_yk_z$. It vanishes at the subband bottom, where $k_z=k_u=0$.

The correction opposes the mass ordering. It grows as $L^{-4}$, while the parabolic splitting grows as $L^{-2}$, so the order must be questioned in thin films. Equating the two gives $31.4(5/L)^2=7.2(5/L)^4$, with $L$ in nm, or $L\approx2.4$ nm. There the coupling $\delta=\hbar^2q^2/2M$ is about half of $\Delta$, the limit of the formula. With $t$ the wave vector along the valley axis, measured from the zone-boundary point X in units of the valley's distance from X, the lower of the two coupled bands is $\frac{\Delta}{4}(t^2+1)-\sqrt{(\Delta t/2)^2+\delta^2}$. Its minimum is exactly $-\delta^2/\Delta$ for $\delta\le\Delta/2$, and at $\delta=\Delta/2$ the two valleys merge at X. The formula also leaves out the nonparabolicity due to other bands: at 2.5 nm it gives 115 meV, while the full bands below reduce the splitting by 141 meV.

A better estimate uses whole bulk bands. They were computed with a local empirical pseudopotential in plane waves, with lattice constant 0.543 nm and form factors $-0.21$, $0.04$ and $0.08$ Ry for squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$. The values of $M$ and $\Delta$ above come from the same bands. $M$ was read from the splitting at a finite distance from X. Closer to X it is 0.239, which raises $\delta E$ at 5 nm to about 7.5 meV. The first film level is the energy at which two bulk states with the same in-plane wave vector lie $2\pi/L$ apart along the normal. It is minimized over the in-plane component along the projected valley axis, and the other component, in which the energy is even, is set to zero. Within the two-band model this rule is exact for the twofold valleys, and for the fourfold valleys at $k_u=0$, because the two states then have the same band mixture. For the fourfold valleys at $k_u\neq0$ the mixtures differ, and the rule is not a hard-wall solution. The curvatures at the valley give confinement masses of 0.304 and 0.184, near those of part (a). The parabolic column below uses these masses, read from a finite step in $\mathbf k$; the exact curvatures raise its entries to 32.2, 50.3, 89.4 and 128.7 meV.

| $L$ (nm) | fourfold (meV) | twofold (meV) | splitting (meV) | parabolic splitting (meV) |
|---|---|---|---|---|
| 5 | 49.1 | 72.4 | 23.3 | 32.1 |
| 4 | 76.4 | 105.1 | 28.7 | 50.2 |
| 3 | 134.7 | 156.1 | 21.3 | 89.2 |
| 2.5 | 192.6 | 179.9 | −12.7 | 128.4 |

The splitting first grows as the film thins, then shrinks, and has changed sign at 2.5 nm. In the last row the twofold minimum has reached X, so the two valleys have merged into one. In the full bands this has happened by 2.6 nm, earlier than the 2.4 nm at which the two-band formula reaches $\delta=\Delta/2$. For the fourfold valleys the coupling $k_yk_z$ softens the subband along $[001]$, but solving the two coupled bands with hard walls keeps $k_u=0$ a minimum, with a mass of 0.26 to 0.27 along $[001]$ at 2.5 nm. In this model the first fourfold level is the lowest at 3 nm and above among the thicknesses computed, and the order of the first levels reverses between 3 and 2.5 nm. For level $j$ the separation $2\pi/L$ becomes $2\pi j/L$, so with hard walls the second levels at 5 nm equal the first levels at 2.5 nm and are already reversed. The level-by-level order of part (d) thus belongs to parabolic valleys. The reversal is a result of these bands, and its location is uncertain, because the estimate keeps hard walls, ignores the atomic structure of the surfaces and depends on the band model. With form factors $-0.2241$, $0.0551$ and $0.0724$ Ry the splittings at 5, 3 and 2.5 nm are about 22.5, 24 and $-4.3$ meV. Two standard $sp^3d^5s^*$ tight-binding parameter sets place X 0.18 to 0.21 eV above the valley, against 0.13 eV here. They show no reversal down to 2.1 nm, either with this rule or in passivated atomistic slabs, where the splitting is 15 to 20 meV at 5 nm and 35 to 43 meV at 2.5 nm. In such slabs the $+x$ and $-y$ valleys, which share an in-plane wave vector, are mixed by the surfaces and split by up to 3 meV at 5 nm and about 20 meV at 2.5 nm. A larger plane-wave basis moves the table entries by up to 0.1 meV and $\Delta$ to 0.527 eV.

**(h) Combine the corrections for the 5 nm film and judge the result for a real channel.**

*Answer.* The bands reduce the hard-wall splitting by $32.1-23.3=8.8$ meV. As a rough guess, let this loss scale as the fourth power of the wave number in the film, hence as the square of the twofold level, which the oxide lowers from 79.2 to 58.4 meV. The combined splitting is then about

$$18.9-8.8\left(\frac{58.4}{79.2}\right)^2\approx14\ \text{meV}.$$

Repeating part (e) with the fourfold level at 39.5 meV and this splitting, with the in-plane masses held fixed, raises the twofold share from 17.5% to about 28%. These figures are uncertain. Depending on how the nonparabolic band is matched to the oxide, the combined splitting ranges from about 9 to 21 meV, the top value belonging to continuous $\psi'/\psi$, and the share reaches 32% at the low end. The in-plane masses also change: at 5 nm the twofold mass along $[1\bar10]$ falls from 0.184 to 0.158 in the pseudopotential bands, and the fourfold mass along $[001]$ rises from 0.184 to about 0.21 when the two coupled bands are solved with hard walls. Using the full two-band dispersion lowers the share by about 2 points. The order of the first levels survives, but only about 0.3 to 0.7 of the ideal splitting remains, a little under half for the matching of part (f).

A 5 nm body and $5\times10^{12}$ cm⁻² are in the regime of ultrathin silicon-on-insulator transistors. If one gate induces all the charge $eN$ per area, the field on its side of the film is $eN/\varepsilon_s\approx0.8$ MV/cm for a relative permittivity near 12, and the average over the electrons is half of that. The field in part (d) is thus of a realistic size, though it is not self-consistent. A Hartree calculation with hard walls and parabolic valleys bends the band by 66 meV for two symmetric gates and 164 meV for one gate. It gives splittings of 31.6 and 33.9 meV and twofold shares of 17.3% and 16.1%. With the band coupling of part (g) included, a field hardly widens the splitting: in the two-band model with hard walls it stays near 25 meV for uniform fields up to 0.8 MV/cm, while the parabolic value rises from 32 to 43 meV. With the oxide of part (f) as well, it is about 10 to 14 meV up to 0.8 MV/cm and 6 to 8 meV at 1.5 MV/cm, depending on the matching, and near zero or reversed at 2.5 MV/cm. Exchange is left out. It acts within each valley and lowers the fuller fourfold level more. To first order at this density it widens the flat-film splitting by about 1 meV with static screening and about 7 meV without. The estimate also assumes zero strain. For strain without shear along the cube axes, the valleys on axes $i$ and $j$ separate by $\Xi_u(\varepsilon_{ii}-\varepsilon_{jj})$, with $\Xi_u$ roughly 9 eV. A strain difference of about 0.16% then shifts them by 14 meV. If it lowers the $z$ valleys, it cancels a remaining splitting of that size, and a larger one puts the twofold ladder lowest. Equal biaxial strain in a (110) plane is not free of shear: it gives $|\varepsilon_{xy}|=|\varepsilon_{zz}-\varepsilon_{xx}|$. This shear enters the band coupling of part (g) and moves the twofold level by a further several meV, up or down according to its sign. The ordering by confinement mass is therefore a sound guide to the first levels of unstrained films of about 5 nm at fields up to about 1 MV/cm, and needs a fresh calculation for strained or much thinner films or much stronger fields.
